# Core-Core Dispersion Missing from Core Polarization Potentials: Cs2 and Au2

## Problem

A molecule is described by valence electrons moving around polarizable closed-shell cores. The cores' response is represented by the static core polarization potential

$$V_{\rm CPP}=-\frac12\sum_c\alpha_c f_c^2 ,$$

where $\alpha_c$ is the static dipole polarizability of core $c$, and $f_c$ is the electric field at that core from the valence electrons and the charges of the other cores. Hartree atomic units are used, and no short-range cutoff is applied to $f_c$.

(a) For two harmonic cores A and B at distance $R$, find the part of the energy that $V_{\rm CPP}$ omits. Does $V_{\rm CPP}$ omit core-valence dispersion as well?

(b) Find the leading field-independent omitted term at large $R$ for spherical cores with arbitrary spectra. For like cores, bound the frequency that enters it.

(c) Estimate the term for Cs$_2$ and Au$_2$ near equilibrium, taking the cores to be Cs$^+$ and Au$^+$. How far can the large-$R$ form be trusted there, and what changes if the 5d electrons of gold are counted as valence?

## Solution

### (a) Two harmonic cores

Let each core be a unit charge of unit mass bound with frequency $\omega_c$. Its displacement $x$ is then also its dipole. In a static field $F$ the energy $\frac12\omega_c^2x^2-Fx$ is lowest at $x=F/\omega_c^2$, so $\alpha_c=1/\omega_c^2$.

The dipole interaction, with $\mathbf n$ the unit vector along the line of centres, is

$$V_{dd}=\frac{\mathbf d_A\cdot\mathbf d_B-3(\mathbf d_A\cdot\mathbf n)(\mathbf d_B\cdot\mathbf n)}{R^3}.$$

It couples equal Cartesian components with strengths $g=1/R^3,\ 1/R^3,\ -2/R^3$, the last along $\mathbf n$. For one component, collect the displacements in $x=(x_A,x_B)^T$ and the fields in $F=(F_A,F_B)^T$:

$$H=\tfrac12p^Tp+\tfrac12x^TKx-F^Tx,\qquad K=\begin{pmatrix}\omega_A^2&g\\ g&\omega_B^2\end{pmatrix}.$$

Substitute $x=y+K^{-1}F$. Since $K$ is symmetric,

$$\tfrac12x^TKx-F^Tx=\tfrac12y^TKy+F^Ty+\tfrac12F^TK^{-1}F-F^Ty-F^TK^{-1}F=\tfrac12y^TKy-\tfrac12F^TK^{-1}F .$$

A constant shift leaves the momenta unchanged, so the ground-state energy is

$$E=-\tfrac12F^TK^{-1}F+\tfrac12(\Omega_1+\Omega_2),$$

where $\Omega_1^2,\Omega_2^2$ are the eigenvalues of $K$. Both must be positive, which requires $|g|<\omega_A\omega_B$.

The first term is static induction. For $g=0$ it is $-\frac12(\alpha_AF_A^2+\alpha_BF_B^2)$, the core polarization potential; for $g\neq0$ it also contains the interaction of the induced dipoles. It vanishes without fields. The second term does not depend on the fields, so no static polarization energy, even with mutual induction, can supply it.

To expand the second term, use the trace and determinant of $K$:

$$(\Omega_1+\Omega_2)^2=\Omega_1^2+\Omega_2^2+2\Omega_1\Omega_2=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-g^2}.$$

For small $g$ the root is $\omega_A\omega_B-g^2/(2\omega_A\omega_B)$, hence

$$(\Omega_1+\Omega_2)^2\simeq(\omega_A+\omega_B)^2-\frac{g^2}{\omega_A\omega_B},\qquad
\Omega_1+\Omega_2\simeq\omega_A+\omega_B-\frac{g^2}{2\omega_A\omega_B(\omega_A+\omega_B)} .$$

Half the change is the energy shift of one component:

$$\Delta E=-\frac{g^2}{4\omega_A\omega_B(\omega_A+\omega_B)}.\tag{1}$$

The squared couplings add up to $(1+1+4)/R^6=6/R^6$. With $1/(\omega_A\omega_B)=\alpha_A\alpha_B\,\omega_A\omega_B$, the field-independent part of the omitted energy is, to leading order,

$$E_{\rm disp}=-\frac{C_6}{R^6},\qquad C_6=\frac32\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.\tag{2}$$

This is London's formula.

As an example take $\omega_A=0.9$, $\omega_B=1.3$ and $R=5$, with each core in the field $1/R^2$ of the other's unit net charge. The polarization potential gives $-1.4610\times10^{-3}$ Ha. Mutual induction changes this to $-1.4426\times10^{-3}$ Ha, because the two induced dipoles point in opposite directions along the axis and repel. This change of about $+1.8\times10^{-5}$ Ha is also omitted by $V_{\rm CPP}$. To first order in $g$ it is $g\,\alpha_A\alpha_BF_AF_B$, which for fields $\mp1/R^2$ falls as $R^{-7}$, one power faster than (2). Diagonalization gives a shift of $-1.4799\times10^{-3}$ Ha from the zero-point energy of the uncoupled cores. The remainder, $-3.730\times10^{-5}$ Ha, agrees with (2).

**Core-valence dispersion** is treated differently, because $f_c$ contains the valence coordinates as operators. Let a valence oscillator of frequency $w$ and coordinate $x$ couple to a core oscillator of frequency $W$ and coordinate $X$ through $g\,xX$. By (1) the true shift is $-g^2/[4wW(w+W)]$. In the potential, the field at the core is $-gx$ and the polarizability is $1/W^2$. Since $\langle x^2\rangle=1/(2w)$, first-order perturbation theory gives

$$\left\langle-\frac{g^2x^2}{2W^2}\right\rangle=-\frac{g^2}{4wW^2},\qquad
\frac{\text{true shift}}{\text{shift from potential}}=\frac{W}{W+w}.$$

The potential therefore does contain core-valence dispersion. In this model it is too large by the factor $1+w/W$, which tends to 1 for a fast core. The core-core part is absent because the fluctuating dipole of the other core is not among the sources of $f_c$.

### (b) Cores with arbitrary spectra

Let a spherical core have excitation energies $\omega_m$ and oscillator strengths $f_m$ per Cartesian component. Summed over the degenerate states of level $m$, spherical symmetry gives

$$\sum\langle0|d_i|m\rangle\langle m|d_j|0\rangle=\delta_{ij}\frac{f_m}{2\omega_m},\qquad
\alpha(iu)=\sum_m\frac{f_m}{\omega_m^2+u^2},\qquad \alpha=\alpha(0).$$

The perturbation is $-\mathbf d_A\cdot\mathbf F_A-\mathbf d_B\cdot\mathbf F_B+V_{dd}$. In second order the field terms excite one core, giving

$$-\sum_m\frac{F^2f_m/(2\omega_m)}{\omega_m}=-\tfrac12\alpha F^2$$

for each core. This is the polarization potential again. The operator $V_{dd}$ must excite both cores, since a spherical core has no permanent dipole. The two kinds of intermediate state differ, so there is no cross term at this order. Only dipole couplings are kept here. A charge $q$ at distance $R$ also produces a field gradient of order $q/R^3$, which polarizes the quadrupole of a core with an energy of order $R^{-6}$. $V_{\rm CPP}$ omits that term as well, but it is static induction: it excites one core only, depends on the positions of all charges including the valence electrons, and is not computed here. The double excitations contribute

$$E_{\rm disp}=-\sum_{mn}\frac{1}{\omega_m+\omega_n}\,\frac{6}{R^6}\,\frac{f_m}{2\omega_m}\frac{f_n}{2\omega_n},$$

where $6/R^6$ is again the sum of squared couplings, $m$ belongs to A and $n$ to B. Therefore

$$C_6=\frac32\sum_{mn}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)} .\tag{3}$$

The sum can be written as an integral. Partial fractions give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$

and so

$$C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .\tag{4}$$

With one frequency per core, $f=\alpha\omega^2$, and (3) reduces to (2).

For like cores, write $C_6=\frac34\alpha^2\bar\omega$, the form (2) takes when $\omega_A=\omega_B=\bar\omega$. This defines $\bar\omega$; physical content comes from bounding it. The weights $p_m=f_m/(\alpha\omega_m^2)$ are positive and sum to 1, and

$$\frac{\alpha(iu)}{\alpha}=\sum_mp_m\,h(\omega_m^2),\qquad h(s)=\frac{s}{s+u^2}.$$

Here $h'=u^2/(s+u^2)^2\ge0$ and $h''=-2u^2/(s+u^2)^3\le0$. Because $h$ increases, the average is at least $h(\omega_1^2)$, where $\omega_1$ is the lowest dipole-allowed frequency. Because $h$ is concave, the average is at most $h$ of the mean argument, $\sum_mp_m\omega_m^2=S/\alpha$ with $S=\sum_mf_m$. Each bound on $\alpha(iu)$ is a one-frequency polarizability, for which (4) gives $\frac34\alpha^2\omega$. Hence

$$\omega_1\le\bar\omega\le\sqrt{S/\alpha}.\tag{5}$$

Thus the London form, $\alpha^2$ times a frequency over $R^6$, does not need a single excitation, and the frequency is confined to a range set by the core's own spectrum.

### (c) Cs$_2$ and Au$_2$

**Level of theory.** The free ions are treated by coupled Hartree-Fock response with the scalar-relativistic def2 effective core potentials. This leaves 8 electrons in Cs$^+$ (5s, 5p) and 18 in Au$^+$ (5s, 5p, 5d); the electrons inside the effective potentials do not respond. The bases are uncontracted, with exponent ratio 2.4: 7s7p5d3f for Cs, with smallest exponents 0.06, 0.06, 0.07 and 0.12, and 8s7p6d4f for Au, with smallest exponents 0.08, 0.08, 0.08 and 0.15. These bases contain no g functions; the effect of adding some is given below, and convergence was not studied further. The bond lengths, 8.8 and 4.7 bohr, and the well depths used below, 0.45 and 2.3 eV, are rough known sizes.

**London energies.** For Cs$_2$,

$$C_6=\tfrac34(15.78)^2(0.707)\approx132,\qquad
E_{\rm disp}\approx-\frac{132}{8.8^6}=-\frac{132}{4.64\times10^5}\approx-2.8\times10^{-4}\ \text{Ha},$$

or about $-0.008$ eV. For Au$_2$,

$$C_6=\tfrac34(12.24)^2(0.796)\approx89,\qquad
E_{\rm disp}\approx-\frac{89.4}{4.7^6}=-\frac{89.4}{1.08\times10^4}\approx-8.3\times10^{-3}\ \text{Ha},$$

or about $-0.23$ eV. Gold has the smaller $C_6$, but the factor $(8.8/4.7)^6\approx43$ from the shorter bond makes its energy about 29 times larger. The same power makes a 1% error in $R$ a 6% error in the energy.

**The frequency.** The bounds (5) are $0.534\le\bar\omega\le0.772$ Ha for Cs$^+$ and $0.389\le\bar\omega\le1.238$ Ha for Au$^+$. They use the computed sums $S=9.41$ and $18.77$, not the electron numbers 8 and 18. The sum rule $S=N$ is not guaranteed here, because the effective core potential acts differently on different angular momenta and so does not commute with position, and because the basis is finite.

A shortcut replaces $\bar\omega$ by the ionization energy of the core. The Koopmans values are 0.861 Ha for Cs$^+$ and 0.765 Ha for Au$^+$. They give $C_6\approx161$, which is 22% above the computed value for Cs$^+$, and $C_6\approx86$, which is 4% below it for Au$^+$. For Cs$^+$ the shortcut frequency even lies above the upper bound for the eight-electron response. This does not carry over to the complete ion: if the inner shells also respond, $S$ is much larger and the upper bound rises above the shortcut value.

**Validity of $R^{-6}$ at the bond length.** The dipole interaction can be replaced by the full Coulomb interaction between the transition densities $\rho_m$ of A and $\rho_n$ of B:

$$E=-\sum_{mn}\frac{|V_{mn}|^2}{\omega_m+\omega_n},\qquad
V_{mn}=\iint\frac{\rho_m(\mathbf r)\rho_n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

Here $m$ and $n$ run over individual states. This energy includes charge overlap and the higher multipoles that the basis supports, but no exchange between the cores.

For two Cs$^+$ ions at 80 bohr it is 1.0046 times the London value. The next term for spherical cores is of order $R^{-8}$: an $R^{-7}$ term would need one excited state to be reached by both a dipole and a quadrupole operator, which parity forbids. The ratio should therefore behave as $1+c/R^2$, with $c\approx0.0046\times80^2\approx29$. This predicts an effective exponent of 6.02 between 40 and 80 bohr, as computed.

At 8.8 bohr the same correction would give a ratio of about 1.38, while the computed ratio is 1.55. The difference is the net effect of still higher multipoles and charge overlap, which the calculation does not separate. For Au$_2$ the ratio at the bond length is 1.48 in the basis given above.

These ratios depend on the basis even where $C_6$ does not. A dipole excites 5d only to p and f, but a quadrupole also excites it to g. Adding four g functions to the gold basis, with smallest exponent 0.15 and the same exponent ratio, leaves $C_6$ unchanged but raises the ratio to about 2.0. For Cs$_2$, three g functions with smallest exponent 0.12 raise it only to about 1.6. The London term thus gives the order of magnitude of the second-order dispersion energy, but in the bases with g functions more than a third of that energy in Cs$_2$ and about half in Au$_2$ lies outside it. These fractions are not converged values: an octupole excites 5d also to h, and the bases contain no h functions.

**Choice of core.** If 5d is valence, 5d-5d dispersion has to come from the correlated treatment of the valence electrons, and the coupling of 5d to the other atom's core is core-valence dispersion. What remains missing can be estimated by letting only 5s and 5p of Au$^+$ respond. The 5d orbitals stay occupied in this estimate, so the strong 5p$\to$5d excitation is blocked. The free core Au$^{11+}$, in which it is open, is more polarizable: the same effective potential and basis give $\alpha\approx0.9$ and $C_6\approx1.8$. The 4f and inner shells lie inside the effective potential and are left out, which makes this estimate too small. A nonrelativistic all-electron local-density response suggests that they raise this small $C_6$ about fivefold, mostly through 4f.

| Quantity | Cs$_2$ | Au$_2$ | Au$_2$, 5d frozen |
|---|---:|---:|---:|
| $\alpha$ (a.u.) | 15.8 | 12.2 | 0.21 |
| $C_6$ (a.u.) | 132 | 89 | 0.093 |
| London energy (Ha) | $-2.8\times10^{-4}$ | $-8.3\times10^{-3}$ | $-8.7\times10^{-6}$ |
| Unexpanded energy, no g functions (Ha) | $-4.4\times10^{-4}$ | $-1.2\times10^{-2}$ | not computed |

Freezing an occupied 5d shell lowers $C_6$ by a factor of roughly 960 when only 5s and 5p remain, and still by about two orders of magnitude when 4f and the inner shells are allowed for. If the free Au$^{11+}$ ion is taken as the core instead, the factor is about 50. The large value for Au$_2$ therefore belongs to a description with one valence electron per atom, not to gold as such.

**Size relative to the bond.** Without g functions the unexpanded energies are about $-0.012$ eV for Cs$_2$ and $-0.33$ eV for Au$_2$, or roughly 3% and 15% of the well depths. With the g functions added, the value for Cs$_2$ stays near 3%, while that for Au$_2$ grows to about $-0.45$ eV, or 20%. The London terms alone give 2% and 10%. These are energies at fixed bond length for free-ion cores. They do not include exchange between the cores or the change of the core response inside the molecule.

The numerical check checks the model energies, the response polarizabilities and the large-distance law by separate calculations, and evaluates $C_6$ from both (3) and (4) with the same response matrices; the values with 5d frozen have no independent check. It uses the bases without g functions and includes neither the all-electron estimate nor the Au$^{11+}$ values.

## Values computed for the example and the checks

```
model: frequencies 0.9, 1.3 Ha; R = 5.0 bohr
model: static potential energy   -1.4610e-03 Ha
model: with mutual induction     -1.4426e-03 Ha
model: exact energy shift        -1.4799e-03 Ha
model: exact minus static        -3.7298e-05 Ha
model: London formula            -3.7296e-05 Ha
core-valence: w = 0.2, W = 1.0 Ha, coupling 0.01 a.u.
core-valence: exact/potential    0.8334
Cs+ pair: exponent, 40 to 80 bohr: 6.020
Cs+ pair: full/London at 80 bohr: 1.0046
Cs+: electrons treated           8
Cs+: polarizability, response    15.778 a.u.
Cs+: polarizability, field       15.779 a.u.
Cs+: oscillator-strength sum     9.41
Cs+: lowest allowed frequency    0.534 Ha
Cs+: mean frequency wbar         0.707 Ha
Cs+: upper bound on wbar         0.772 Ha
Cs+: Koopmans ionization energy  0.861 Ha
Cs+: C6, sum over poles          132.00 a.u.
Cs+: C6, quadrature              132.00 a.u.
Cs+: C6, London with Koopmans    160.70 a.u.
Cs2: bond length (rough input)   8.8 bohr
Cs2: well depth (rough input)    0.45 eV
Cs2: London energy               -2.842e-04 Ha
Cs2: London energy               -0.0077 eV
Cs2: unexpanded energy           -4.400e-04 Ha
Cs2: unexpanded energy           -0.0120 eV
Cs2: unexpanded/London           1.55
Cs2: London/well depth           1.7 %
Cs2: unexpanded/well depth       2.7 %
Au+: electrons treated           18
Au+: polarizability, response    12.237 a.u.
Au+: polarizability, field       12.239 a.u.
Au+: oscillator-strength sum     18.77
Au+: lowest allowed frequency    0.389 Ha
Au+: mean frequency wbar         0.796 Ha
Au+: upper bound on wbar         1.238 Ha
Au+: Koopmans ionization energy  0.765 Ha
Au+: C6, sum over poles          89.42 a.u.
Au+: C6, quadrature              89.42 a.u.
Au+: C6, London with Koopmans    85.97 a.u.
Au2: bond length (rough input)   4.7 bohr
Au2: well depth (rough input)    2.3 eV
Au2: London energy               -8.295e-03 Ha
Au2: London energy               -0.2257 eV
Au2: unexpanded energy           -1.229e-02 Ha
Au2: unexpanded energy           -0.3345 eV
Au2: unexpanded/London           1.48
Au2: London/well depth           9.8 %
Au2: unexpanded/well depth       14.5 %
Au+, 5d frozen: polarizability   0.209 a.u.
Au+, 5d frozen: C6               0.093 a.u.
Au2, 5d frozen: London energy    -8.667e-06 Ha
Au+: C6 ratio, all/5d frozen     957.1
```
